\section*{Is the small Dirac component of a p1/2 state small everywhere?}

\section*{Question}

For a hydrogen-like ion, the lower two components of the Dirac spinor are called the small component. The reason I know is an estimate: the lower spinor is roughly $\boldsymbol\sigma\cdot\mathbf p/(2c)$ acting on the upper one, and a typical momentum is of order $Z$, so the ratio is of order $Z/c$. I took this to hold at every point in space.

Then I tried leading powers of $r$ near a point nucleus for a $p_{1/2}$ state, and the lower function seemed to come out as the larger one, even for hydrogen. Is this a sign error? If it is real, how large is the ratio at the origin, how far out does it reach, does it need a heavy nucleus, and how can the component still be called small?

\section*{Answer}

There is no sign error. The estimate describes the state as a whole, and it fails close to the nucleus. For every bound $p_{1/2}$ state of a point charge $Z<c$, the ratio of lower to upper component tends to $(1+\gamma)c/Z$ as $r\to0$, with $\gamma=\sqrt{1-Z^2/c^2}$. This is greater than one, and it is largest for light nuclei. The component can nevertheless be small in total weight. In the $2p_{1/2}$ state, worked out below, it carries 2.4\% of the probability at $Z=80$ and less for lighter nuclei: very little of the electron is found where the lower component dominates, and over most of the remaining region the ratio is small.

I use Hartree atomic units, so $1/c$ is the reduced Compton wavelength of the electron. The model is one electron in $V=-Z/r$, without QED corrections or nuclear recoil.

\subsection*{The radial equations}

Write the upper and lower two-spinors as
\begin{equation}
\psi_U=\frac{P(r)}{r}\,\chi_\kappa,\qquad \psi_L=\frac{iQ(r)}{r}\,\chi_{-\kappa},
\end{equation}
where $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(1+\kappa)\chi_\kappa$. For $p_{1/2}$,
\[
\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34=-2,
\]
so $\kappa=+1$. The lower spinor has $\kappa=-1$, which means $l=0$.

Let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. It conserves $j$ and $m$ and reverses parity, so it turns $\chi_\kappa$ into $\chi_{-\kappa}$ up to a phase, which I fix by $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. Since $\sigma_r$ is Hermitian and $\sigma_r^2=1$, the two angular spinors have the same norm in every direction. Hence $|Q/P|$ is the ratio of the magnitudes of the two components at each point, not just an angular average.

The product rule for Pauli matrices gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$. Multiplying by $\sigma_r$ from the left,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\end{equation}
Since $(P/r)'=P'/r-P/r^2$, this yields
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_\kappa
&=-\frac ir\left(P'-\frac Pr+\frac{1+\kappa}{r}P\right)\sigma_r\chi_\kappa\nonumber\\
&=\frac ir\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa}.
\end{align}
The same rule with $\kappa\to-\kappa$ and $P\to iQ$ gives $-(Q'-\kappa Q/r)\chi_\kappa/r$ for the lower spinor.

Let $\varepsilon$ be the energy without the rest energy. The Dirac equation is then the pair $c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L=(\varepsilon-V)\psi_U$ and $c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_U=(2c^2+\varepsilon-V)\psi_L$, or
\begin{align}
P'+\frac{\kappa}{r}P&=\left(2c+\frac{\varepsilon-V}{c}\right)Q,\label{eq:P}\\
Q'-\frac{\kappa}{r}Q&=-\frac{\varepsilon-V}{c}\,P.\label{eq:Q}
\end{align}

\subsection*{The ratio at the origin}

Put $\zeta=Z/c$, so that $-V/c=\zeta/r$, and try $P\approx ar^\gamma$, $Q\approx br^\gamma$. The terms of lowest power, $r^{\gamma-1}$, give
\begin{equation}
(\gamma+\kappa)a=\zeta b,\qquad(\gamma-\kappa)b=-\zeta a.
\end{equation}
The constants $2c$ and $\varepsilon/c$ enter one power of $r$ later. Multiplying the two equations gives $\gamma^2=\kappa^2-\zeta^2$. The positive root is the acceptable one: with $r^{-\gamma}$ the potential energy would contain $\int r^{-2\gamma-1}dr$, which diverges at the origin. Therefore
\begin{equation}
\lim_{r\to0}\frac QP=\frac{\gamma+\kappa}{\zeta}
\;\xrightarrow{\ \kappa=1\ }\;\frac{(1+\gamma)c}{Z}.
\label{eq:limit}
\end{equation}
Since $1+\gamma>1>\zeta$, this exceeds one for every $Z<c$. The energy has dropped out, so the limit is the same for all principal quantum numbers. A local screening potential that stays finite at the nucleus also enters one power later and leaves the limit unchanged.

The components themselves, $P/r$ and $Q/r$, diverge weakly as $r^{\gamma-1}$. What has a finite value at the origin is their ratio.

The sign of $\kappa$ decides the matter. For $\kappa<0$,
\begin{equation}
\frac{\gamma-|\kappa|}{\zeta}=\frac{\gamma^2-\kappa^2}{\zeta(\gamma+|\kappa|)}=-\frac{\zeta}{\gamma+|\kappa|},
\end{equation}
which is below one in magnitude. At $Z=80$ the ratio is $-0.322$ for $s_{1/2}$ ($\kappa=-1$) but $+3.10$ for $p_{1/2}$. It is $6.70$ for $d_{3/2}$ ($\kappa=+2$), where $\gamma>1$ and both components vanish at the nucleus.

\subsection*{Why it happens, and why the ratio stays finite}

The estimate in the question replaces a derivative by a typical momentum. Near the origin that is wrong for a $p$ function. Take the nonrelativistic $2p$ function $P=r^2e^{-Zr/2}$ and keep only $2c$ in the bracket of \eqref{eq:P}:
\begin{equation}
Q\approx\frac{P'+P/r}{2c}=\frac{3r-Zr^2/2}{2c}\,e^{-Zr/2},
\qquad
\frac QP\approx\frac{1}{2c}\left(\frac3r-\frac Z2\right).
\label{eq:nr}
\end{equation}
The upper component $P/r$ vanishes linearly at the origin, but its gradient does not. The lower component is built from that gradient and is an $s$ wave, so it stays finite where the upper one goes to zero. No strong field is needed.

Equation \eqref{eq:nr} even predicts an infinite ratio at the origin. The Coulomb term in the bracket prevents this. Sufficiently close to the nucleus it outweighs $2c$, and $P\propto r^\gamma$. Equation \eqref{eq:P} then gives
\begin{equation}
\frac QP\to\frac{(1+\gamma)/r}{Z/(cr)}=\frac{(1+\gamma)c}{Z}.
\end{equation}
The numerator and the denominator both grow as $1/r$, so the ratio settles at the finite value \eqref{eq:limit}. A weaker charge cuts off the growth later, which is why the limiting ratio is larger for light nuclei.

The order of limits matters. At fixed $r>0$, letting $c\to\infty$ sends the ratio to zero, as the name ``small component'' suggests. Letting $r\to0$ first gives about $2c/Z$, which grows with $c$.

\subsection*{The whole $2p_{1/2}$ state}

To see how far the effect reaches we need the functions at all $r$. Let $e=1+\varepsilon/c^2$ be the total energy divided by $c^2$, and $s=\sqrt{1-e^2}$. For $\kappa=1$ the equations become
\begin{align}
P'+\frac Pr&=\left[c(1+e)+\frac\zeta r\right]Q,\\
Q'-\frac Qr&=\left[c(1-e)-\frac\zeta r\right]P.
\end{align}
At large $r$ they reduce to $P''=c^2(1-e^2)P$, so the decay constant is $\lambda=cs$. Insert
\begin{equation}
P=r^\gamma e^{-\lambda r}(a_0+a_1r),\qquad Q=r^\gamma e^{-\lambda r}(b_0+b_1r)
\end{equation}
and compare powers after removing $r^\gamma e^{-\lambda r}$.

The power $r^{-1}$ repeats the origin condition, $b_0/a_0=(1+\gamma)/\zeta$. The power $r^{1}$ gives $-\lambda a_1=c(1+e)b_1$, hence
\begin{equation}
b_1=-ta_1,\qquad t=\frac{s}{1+e}.
\end{equation}
The second equation at this power, $-\lambda b_1=c(1-e)a_1$, says the same, because $s^2=(1-e)(1+e)$. The power $r^0$ gives
\begin{align}
(\gamma+2+\zeta t)a_1&=\lambda a_0+c(1+e)b_0,\\
(\zeta-\gamma t)a_1&=c(1-e)a_0+\lambda b_0.
\end{align}
Divide the last line by $t$ and use $c(1-e)/t=cs=\lambda$ and $\lambda/t=c(1+e)$:
\begin{equation}
\left(\frac\zeta t-\gamma\right)a_1=\lambda a_0+c(1+e)b_0.
\label{eq:a1}
\end{equation}
The right-hand sides now agree and are nonzero, so the factors of $a_1$ must agree: $\zeta(1/t-t)=2(1+\gamma)$. Here
\begin{equation}
\frac1t-t=\frac{(1+e)^2-s^2}{s(1+e)}=\frac{2e(1+e)}{s(1+e)}=\frac{2e}{s},
\end{equation}
and therefore
\begin{equation}
\frac es=\frac{1+\gamma}{\zeta}.
\end{equation}
This is the energy condition, and $e/s$ is also the limiting ratio. With $\zeta^2=(1-\gamma)(1+\gamma)$,
\begin{equation}
e^2=\frac{(1+\gamma)^2}{(1+\gamma)^2+\zeta^2}=\frac{1+\gamma}{2},\qquad s^2=\frac{1-\gamma}{2},
\end{equation}
so $\gamma=2e^2-1$ and $\zeta=2es$.

Choose $a_0=s$ and $b_0=e$. In \eqref{eq:a1} the factor on the left is $2e(1+e)-2e^2+1=2e+1\equiv D$. The right-hand side is $cs^2+c(1+e)e=c(1+e)$. Thus $a_1=c(1+e)/D$ and $b_1=-cs/D$, and
\begin{equation}
\frac QP=\frac{eD-s\,cr}{sD+(1+e)\,cr}.
\label{eq:ratio}
\end{equation}

\subsection*{How far out the lower component wins}

The denominator of \eqref{eq:ratio} is positive. The derivative with respect to $cr$ has the numerator $-s^2D-e(1+e)D<0$, so the ratio falls steadily from $e/s>1$ to $-s/(1+e)$. The latter lies above $-1$, so $Q=-P$ never occurs and the magnitudes are equal at a single radius. Setting $Q=P$ gives $eD-s\,cr=sD+(1+e)cr$, or
\begin{equation}
r_*=\frac{D(e-s)}{c(1+e+s)}.
\end{equation}
Inside $r_*$ the lower component is the larger one; outside it is the smaller one.

For a light nucleus $e\to1$, $s\to0$ and $D\to3$, so $r_*\to3/(2c)=0.0109$ bohr, independent of the charge to leading order. This is one and a half reduced Compton wavelengths, and \eqref{eq:nr} gives the same leading value. The first correction is linear in the charge, $r_*\approx(3/2c)(1-3Z/4c)$, which is already 11\% at $Z=20$. In the opposite limit $Z\to c$ we have $\gamma\to0$ and $e=s$: the limiting ratio falls to one and $r_*$ shrinks to zero.

The value at the origin holds over a shorter range as long as the limiting ratio exceeds two, that is, for $Z<0.8c$. Setting \eqref{eq:ratio} equal to half its limit, $e/(2s)$, gives
\begin{equation}
esD=(2s^2+e+e^2)\,cr=(2+e-e^2)\,cr=(2-e)(1+e)\,cr,
\end{equation}
so the half-value radius is
\begin{equation}
r_h=\frac{esD}{c(2-e)(1+e)}\approx\frac{3Z}{4c^2}\quad(Z\ll c),
\end{equation}
where the last form uses $s\approx\zeta/2$. For hydrogen the limiting ratio is 274, but it has dropped to 137 at $r_h=4.0\times10^{-5}$ bohr, about 2 fm, and to 1 at $r_*=0.0109$ bohr.

\subsection*{Why the name is still justified}

Stretch a normalized eigenstate by replacing $\mathbf r$ with $k\mathbf r$. The kinetic term $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle$ and the Coulomb term $\langle V\rangle$ both scale as $k$, while $\langle\beta c^2\rangle$ does not change. The energy is stationary at $k=1$, so the first two terms cancel, and $e=\langle\beta\rangle=W_U-W_L$. With $W_U+W_L=1$,
\begin{equation}
W_L=\frac{1-e}{2}\approx\frac{Z^2}{16c^2}\quad(Z\ll c).
\end{equation}

For light nuclei the weights inside $r_*$ follow from the nonrelativistic function, whose normalization is $\int_0^\infty r^4e^{-Zr}dr=24/Z^5$. Since $Zr_*\ll1$, the exponential can be dropped, and $Q\approx3r/(2c)$ in the same normalization:
\begin{align}
w_U&\approx\frac{Z^5}{24}\int_0^{r_*}r^4dr=\frac{Z^5r_*^5}{120},\\
w_L&\approx\frac{Z^5}{24}\int_0^{r_*}\frac{9r^2}{4c^2}dr=\frac{Z^5r_*^3}{32c^2}.
\end{align}
With $r_*=3/(2c)$ their ratio is $w_L/w_U=15/(4c^2r_*^2)=5/3$. The lower component does win inside, but both weights are of order $(Z/c)^5$, far below the total $W_L$ of order $(Z/c)^2$.

\subsection*{Numbers for $Z=80$}

Take the one-electron ion with $Z=80$ and a point nucleus. Here $\zeta=0.58379$, $\gamma=0.81191$, $e=0.95182$, $s=0.30667$ and $D=2.90363$. Then
\begin{align}
\frac{1+\gamma}{\zeta}&=\frac{1.81191}{0.58379}=3.104,\\
r_*&=\frac{2.90363\times0.64515}{137.036\times2.25849}=0.00605\ \text{bohr},\\
r_h&=\frac{0.95182\times0.30667\times2.90363}{137.036\times1.04818\times1.95182}=0.00302\ \text{bohr},\\
W_L&=\frac{1-0.95182}{2}=0.0241.
\end{align}
In length units $r_*$ is 320 fm and $r_h$ is 160 fm. Inside $r_*$ the lower component carries a probability of 0.180\% and the upper one 0.114\%, together 0.294\%. Of the total lower weight, 7.5\% lies there.

\begin{center}
\begin{tabular}{lrr}
$r$ (bohr) & $Q/P$ & estimate \eqref{eq:nr}\\
$10^{-6}$ & 3.103 & 10946\\
$10^{-4}$ & 3.009 & 109.3\\
$10^{-3}$ & 2.350 & 10.80\\
$10^{-2}$ & 0.657 & 0.949\\
$10^{-1}$ & $-0.052$ & $-0.036$
\end{tabular}
\end{center}

The estimate has the right trend but not the plateau. The sign change is the node of $Q$ at $cr=eD/s$, that is, at $r=0.066$ bohr; $P$ has no node.

The trend with charge is as follows.

\begin{center}
\begin{tabular}{rrrr}
$Z$ & limit of $Q/P$ & $r_*$ (bohr) & $W_L$\\
1 & 274.1 & 0.01089 & $3.33\times10^{-6}$\\
20 & 13.63 & 0.00975 & $1.34\times10^{-3}$\\
50 & 5.29 & 0.00795 & $8.69\times10^{-3}$\\
80 & 3.10 & 0.00605 & $2.41\times10^{-2}$
\end{tabular}
\end{center}

A heavier nucleus raises the total weight of the lower component and lowers its advantage at the origin. The values of $Q/P$, $r_*$ and $r_h$ were also obtained by integrating the radial equations from arbitrary starting ratios, and they agree with the closed forms; see the numerical output below.

\subsection*{When the nucleus has a size}

The finite limit belongs to the point charge. If $V$ has a finite value $V(0)$ at the centre, equation \eqref{eq:Q} with $\kappa=1$ gives $Q\approx qr$, and \eqref{eq:P} then requires $P\approx pr^2$ with $3p=[2c+(\varepsilon-V(0))/c]\,q$. Hence
\begin{equation}
\frac QP\approx\frac{3}{r\,[2c+(\varepsilon-V(0))/c]},
\end{equation}
which grows without bound as $r\to0$. The upper component now vanishes at the centre and the lower one does not.

For a uniformly charged sphere $V(0)=-3Z/(2R)$. I choose $R=10^{-4}$ bohr (5.3 fm, a round value; the equivalent sphere for a mercury nucleus is about 7 fm) and $Z=80$, so $V(0)=-1.2\times10^6$ hartree. With the point-nucleus energy $\varepsilon=-904.8$ hartree the bracket is $274.1-6.6+8756.8=9024.3$. At $r=10^{-6}$ bohr the ratio is $3/(10^{-6}\times9024.3)=332$, against 3.10 for the point charge. At the surface, integration gives 3.97 against 3.01. Using the point-nucleus energy is harmless here: changing it by 10\% alters the surface ratio by less than one part in a thousand.

Outside the sphere the solution also contains a part proportional to $r^{-\gamma}$, which fades relative to the regular part as $(R/r)^{2\gamma}$. A plateau at the point-charge value would therefore need $R\ll r\ll r_h$. At $Z=80$ these radii are 5 and 160 fm, which is too close together for a flat stretch: the ratio falls steadily from its surface value and joins the point-nucleus curve, to within one per cent at $r=10R$. For hydrogen $r_h$ is 2 fm, comparable with the size of a nucleus, so the number 274 is a property of the point-charge model. The crossing near $0.011$ bohr lies far outside the nucleus and does not depend on that idealization in the same way.

\subsection*{A practical consequence}

Eliminating the lower component means dividing by $2c^2+\varepsilon-V$. Expanding this in powers of $(\varepsilon-V)/(2c^2)$ converges only where $|\varepsilon-V|<2c^2$. Near a point nucleus that fails for $r$ below about $Z/(2c^2)$, which is $0.0021$ bohr at $Z=80$. A small total weight $W_L$ does not license the expansion there: in the pointwise relation between $Q$ and $P$ the potential has to stay in the denominator. This is a statement about the local ratio, not about the energy. The closed form $e=\sqrt{(1+\gamma)/2}$ has a power series in $\zeta^2$ that converges for every $Z<c$; at $Z=80$ its partial sums for $\varepsilon$ begin $-800$, $-885.2$, $-900.4$ and approach $-904.8$ hartree. Nor does it rule out basis functions of the form $(P'+P/r)/(2c)$ for the lower component, as long as their coefficients are varied independently of those of the upper one.

\section*{Numbers as computed}
\begin{verbatim}
speed of light c = 137.035999 a.u.
1/c = 0.007297 bohr; light-nucleus radius 3/(2c) = 0.010946 bohr
2p1/2, point nucleus: Z, gamma, limit of Q/P, energy eps (hartree)
    1  0.999973  274.0683  -0.125002
   20  0.989292  13.6302  -50.336594
   50  0.931059  5.2925  -326.494804
   80  0.811906  3.1037  -904.847783
Z, equality radius r* (bohr), half-value radius r_h (bohr)
    1  0.010886  3.9938e-05
   20  0.009754  7.9628e-04
   50  0.007953  1.9571e-03
   80  0.006053  3.0231e-03
Z, total small weight, large weight inside r*, small weight inside r*
    1  3.3283e-06  1.2746e-12  2.1243e-12
   20  1.3402e-03  2.6290e-06  4.3708e-06
   50  8.6931e-03  1.5385e-04  2.5205e-04
   80  2.4092e-02  1.1394e-03  1.8032e-03
Z = 80: Z/c = 0.583788, e = 0.951816, s = 0.306671, D = 2.903631
Z = 80: lambda = 42.0249 1/bohr
Z = 80: r* = 320.3 fm, r_h = 160.0 fm
Z = 1: r_h = 2.11 fm
Z = 80: total probability inside r* = 0.2943 percent
Z = 80: part of the small weight inside r* = 7.48 percent
Z = 80: r (bohr), Q/P from integration, Q/P nonrelativistic estimate
  1e-06  3.10273  10945.88290
  1e-04  3.00861  109.31434
  1e-03  2.35049  10.80008
  1e-02  0.65733  0.94866
  3e-02  0.16860  0.21892
  1e-01  -0.05206  -0.03649
Z = 80, Q/P at r = 1e-9 bohr for other kappa
  kappa = -2: -0.14920
  kappa = -1: -0.32220
  kappa = +1: 3.10370
  kappa = +2: 6.70260
charged sphere, Z = 80, R = 0.0001 bohr = 5.29 fm
  r = 1e-04 bohr: Q/P sphere 3.9681, point 3.0086
  r = 1e-05 bohr: Q/P sphere 33.2908, point 3.0939
  r = 1e-06 bohr: Q/P sphere 332.4408, point 3.1027
\end{verbatim}
